# Source-drain tunnelling through a rectangular barrier on a finite-difference grid: a numerical check

```python
# Result under test: on a uniform three-point grid of spacing a, a rectangular
# barrier has the decay constant kappa_lat = (2/a) asinh(kappa a/2) < kappa, and
# for a thick barrier of length L
#   ln(T_lat/T) = a^2 [kappa^3 L/12 + (kappa^2 - k^2)/4] + O(a^4).
# Symbols: m mass, V barrier height, E energy, k^2 = 2mE, kappa^2 = 2m(V-E),
# T continuum transmission, T_lat grid transmission, L = N a with N barrier sites.
# All functions use atomic units; printed numbers are in eV and angstrom.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
KB = const.k / const.e / HARTREE      # hartree per kelvin


def grid_transmission(energy, mass, spacing, potential, right_level=0.0):
    """Solve the difference equation by recursion from the right lead."""
    energy = np.asarray(energy, dtype=float)
    hop = 1 / (2 * mass * spacing**2)
    left = np.arccos(1 - energy / (2 * hop))
    right = np.arccos(1 - (energy - right_level) / (2 * hop))
    after, here = np.exp(1j * right), np.ones_like(energy) + 0j
    for level in potential[::-1]:
        before = (2 + (level - energy) / hop) * here - after
        after, here = here, before
    incoming = (after - here * np.exp(-1j * left)) / (2j * np.sin(left))
    return np.sin(right) / (np.sin(left) * np.abs(incoming)**2)


def rectangular_grid(energy, mass, height, spacing, sites):
    return grid_transmission(energy, mass, spacing, np.full(sites, height))


def closed_grid(energy, mass, height, spacing, sites):
    theta = 2 * np.arcsin(np.sqrt(2 * mass * energy) * spacing / 2)
    eta = 2 * np.arcsinh(np.sqrt(2 * mass * (height - energy)) * spacing / 2)
    tau2, sig2 = np.tan(theta / 2)**2, np.tanh(eta / 2)**2
    return 1 / (1 + (tau2 + sig2)**2 / (4 * tau2 * sig2) * np.sinh(sites * eta)**2)


def continuum(energy, mass, height, length):
    k2 = 2 * mass * np.asarray(energy, dtype=float)
    q2 = 2 * mass * (height - np.asarray(energy, dtype=float))
    s2 = np.real(np.sinh(np.sqrt(q2 + 0j) * length)**2)
    return 1 / (1 + (k2 + q2)**2 / (4 * k2 * q2) * s2)


def continuum_ode(energy, mass, height, length):
    k = np.sqrt(2 * mass * energy)
    sol = solve_ivp(lambda x, y: [y[1], 2 * mass * (height - energy) * y[0]],
                    (length, 0), [1 + 0j, 1j * k], method='DOP853',
                    rtol=1e-11, atol=1e-12)
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * k)) / 2)**2


# Example parameters
mass, V_ev, E_ev, a_ang = 0.2, 0.5, 0.1, 5.0
V, E, a = V_ev / HARTREE, E_ev / HARTREE, a_ang / BOHR
k, kappa = np.sqrt(2 * mass * E), np.sqrt(2 * mass * (V - E))
eta = 2 * np.arcsinh(kappa * a / 2)
kappa_lat = eta / a

# Decay constant against eigenvalues of the one-step transfer matrix
for x in (0.1, 0.5, 1.0, 3.0):
    growth = max(np.linalg.eigvals(np.array([[2 + x * x, -1.0], [1.0, 0.0]])).real)
    assert abs(np.log(growth) - 2 * np.arcsinh(x / 2)) < 1e-10
    assert 0 < x - np.log(growth) < x**3 / 24
z = sp.symbols('z', positive=True)
series = sp.series(2 * sp.asinh(z / 2), z, 0, 7).removeO()
assert sp.expand(series - (z - z**3 / 24 + sp.Rational(3, 640) * z**5)) == 0

# Closed transmissions against direct solutions, thin and thick barriers
for e_ev, sites in ((0.1, 1), (0.1, 20), (0.3, 7), (0.45, 12)):
    direct = rectangular_grid(e_ev / HARTREE, mass, V, a, sites)
    assert abs(closed_grid(e_ev / HARTREE, mass, V, a, sites) / direct - 1) < 1e-9
for e_ev in (0.1, 0.4, 0.7):
    direct = continuum_ode(e_ev / HARTREE, mass, V, 50 / BOHR)
    assert abs(continuum(e_ev / HARTREE, mass, V, 50 / BOHR) / direct - 1) < 1e-7


def ratio(e_ev, length_ang, sites, extra=0):
    """Grid over continuum transmission; extra = surplus barrier sites."""
    en, length = e_ev / HARTREE, length_ang / BOHR
    return float(rectangular_grid(en, mass, V, length / sites, sites + extra)
                 / continuum(en, mass, V, length))


# Exponential growth of the ratio with length at fixed spacing
lengths = (50, 100, 150, 200)
ratios = [ratio(E_ev, length, int(round(length / a_ang))) for length in lengths]
step_log = 2 * (kappa - kappa_lat) * 50 / BOHR
assert np.allclose(np.diff(np.log(ratios)), step_log, atol=1e-5)

# Leading law and its fourth-order remainder
bracket = kappa**3 * (100 / BOHR) / 12 + (kappa**2 - k**2) / 4
remainders = []
for sites in (50, 100):
    spacing = 100 / BOHR / sites
    log_ratio = np.log(ratio(E_ev, 100, sites))
    assert abs(log_ratio / (bracket * spacing**2) - 1) < 0.02
    remainders.append(log_ratio - bracket * spacing**2)
order_ratio = remainders[0] / remainders[1]
assert abs(order_ratio - 16) < 0.6

# Prefactor, from exact matching variables
tau2 = np.tan(np.arcsin(k * a / 2))**2
sig2 = np.tanh(eta / 2)**2
prefactor = (tau2 * sig2 / (tau2 + sig2)**2) / (k**2 * kappa**2 / (k**2 + kappa**2)**2)
predicted = prefactor * np.exp(2 * (kappa - kappa_lat) * 100 / BOHR)
assert abs(predicted / ratios[1] - 1) < 1e-8

# Energy above half the barrier: short barriers are underestimated
high_ev = 0.4
k_high = np.sqrt(2 * mass * high_ev / HARTREE)
q_high = np.sqrt(2 * mass * (V - high_ev / HARTREE))
turn_length = 3 * (k_high**2 - q_high**2) / q_high**3 * BOHR
high_short, high_long = ratio(high_ev, 60, 24), ratio(high_ev, 200, 80)
assert 60 < turn_length < 200 and high_short < 1 < high_long

# One surplus barrier site from counting both end nodes
surplus_length = (2 * eta - np.log(prefactor)) / (2 * (kappa - kappa_lat)) * BOHR
surplus = {length: ratio(E_ev, length, int(round(length / a_ang)), 1)
           for length in (100, 200, 250)}
assert 200 < surplus_length < 250 and surplus[200] < 1 < surplus[250]

# Spacing needed for a ten per cent error at 100 angstrom
a_limit = np.sqrt(np.log(1.1) / bracket) * BOHR
sites_limit = int(np.ceil(100 / a_limit))
ratio_limit = ratio(E_ev, 100, sites_limit)
assert 1.08 < ratio_limit <= 1.10


# Neglected effect: energy spread of a degenerate source, one transverse mode,
# empty drain, source Fermi level equal to the example energy
def thermal(length_ang, kelvin):
    kt = KB * kelvin
    top = V + 20 * kt
    count = 6000
    energies = (np.arange(count) + 0.5) * top / count
    supply = 1 / (1 + np.exp((energies - E) / kt))
    exact = continuum(energies, mass, V, length_ang / BOHR) * supply
    grid = rectangular_grid(energies, mass, V, a, int(round(length_ang / a_ang))) * supply
    return exact[energies < V].sum() / exact.sum(), grid.sum() / exact.sum()


thermal_rows = [(length, kelvin) + thermal(length, kelvin)
                for length, kelvin in ((50, 300), (100, 300), (100, 77))]
assert thermal_rows[1][3] < ratios[1]
assert abs(thermal_rows[2][3] / ratios[1] - 1) < 0.15


# Neglected effect: barrier shape, solved on the coarse and on a fine grid
def shaped(kind, sites):
    u = (np.arange(sites) + 0.5) / sites
    spacing = 100 / BOHR / sites
    if kind == 'parabolic':
        return float(grid_transmission(E, mass, spacing, 4 * V * u * (1 - u)))
    return float(grid_transmission(E, mass, spacing, V - drop * u, -drop))


drop_ev = 0.3
drop = drop_ev / HARTREE
T_100 = float(continuum(E, mass, V, 100 / BOHR))
shape_rows = []
for kind in ('parabolic', 'tilted'):
    coarse, fine, finer = (shaped(kind, n) for n in (20, 200, 400))
    assert abs(fine / finer - 1) < 0.02 and finer > T_100
    shape_rows.append((kind, finer, coarse / finer, fine / finer - 1))

# Neglected effects: two-band dispersion and a heavier mass, exponents only
gap_ev, heavy = 1.1, 0.9
kappa_band = kappa * np.sqrt(1 - (V_ev - E_ev) / gap_ev)
band_factor = np.exp(2 * (kappa - kappa_band) * 100 / BOHR)
heavy_factor = np.exp(2 * kappa * (1 - np.sqrt(heavy / mass)) * 100 / BOHR)

print(f"mass m = {mass} electron masses")
print(f"barrier V = {V_ev} eV, energy E = {E_ev} eV")
print(f"grid spacing a = {a_ang} angstrom")
print(f"k = {k / BOHR:.5f} 1/angstrom")
print(f"kappa = {kappa / BOHR:.5f} 1/angstrom = {kappa:.5f} a.u.")
print(f"kappa_lat = {kappa_lat / BOHR:.5f} 1/angstrom = {kappa_lat:.5f} a.u.")
print(f"kappa a = {kappa * a:.4f}, kappa_lat a = {eta:.4f}")
print(f"hopping t = {HARTREE / (2 * mass * a * a):.4f} eV")
print(f"prefactor C = {prefactor:.4f}")
print(f"leading estimate of C = {np.exp((kappa**2 - k**2) * a * a / 4):.4f}")
print("L (angstrom), T, T_lat, T_lat/T, leading-law ratio:")
for length, value in zip(lengths, ratios):
    exact = float(continuum(E, mass, V, length / BOHR))
    law = np.exp(a * a * (kappa**3 * length / BOHR / 12 + (kappa**2 - k**2) / 4))
    print(f"  {length}  {exact:.4e}  {exact * value:.4e}  {value:.4f}  {law:.4f}")
print(f"main length: 100 angstrom = {100 * const.angstrom / const.nano:.0f} nm")
print(f"ratio growth per 50 angstrom = {np.exp(step_log):.4f}")
print(f"T_lat/T at 100 angstrom, a = 2.5 angstrom: {ratio(E_ev, 100, 40):.4f}")
print(f"remainder ratio, a = 2 to a = 1 angstrom: {order_ratio:.2f}")
print(f"spacing limit for 10% error at 100 angstrom: {a_limit:.3f} angstrom")
print(f"  check: {sites_limit} sites give T_lat/T = {ratio_limit:.4f}")
print(f"E = {high_ev} eV: sign-change length L* = {turn_length:.1f} angstrom")
print(f"  a = 2.5 angstrom, L = 60 angstrom: T_lat/T = {high_short:.4f}")
print(f"  a = 2.5 angstrom, L = 200 angstrom: T_lat/T = {high_long:.4f}")
print("one surplus site, E = 0.1 eV, a = 5 angstrom:")
for length, value in surplus.items():
    print(f"  L = {length} angstrom: T_lat/T = {value:.4f}")
print(f"  overestimate starts at L = {surplus_length:.1f} angstrom")
print("thermal current, source Fermi level 0.1 eV, a = 5 angstrom:")
print("L (angstrom), temperature (K), share below V, grid/continuum:")
for length, kelvin, share, total in thermal_rows:
    print(f"  {length}  {kelvin}  {share:.4f}  {total:.4f}")
print(f"other shapes, L = 100 angstrom, tilt drop = {drop_ev} eV:")
print("shape, T at a = 0.25 angstrom, T(a=5)/T(a=0.25), mesh shift 0.5 to 0.25:")
for kind, value, over, shift in shape_rows:
    print(f"  {kind}  {value:.3e}  {over:.4f}  {shift:.1e}")
print(f"two-band gap {gap_ev} eV: T factor at 100 angstrom = {band_factor:.3g}")
print(f"mass {heavy} electron masses: T factor = {heavy_factor:.2e}")
print("all good")
```

Printed output:

```
mass m = 0.2 electron masses
barrier V = 0.5 eV, energy E = 0.1 eV
grid spacing a = 5.0 angstrom
k = 0.07245 1/angstrom
kappa = 0.14491 1/angstrom = 0.07668 a.u.
kappa_lat = 0.14191 1/angstrom = 0.07510 a.u.
kappa a = 0.7245, kappa_lat a = 0.7095
hopping t = 0.7620 eV
prefactor C = 1.0941
leading estimate of C = 1.1034
L (angstrom), T, T_lat, T_lat/T, leading-law ratio:
  50  1.3034e-06  1.9242e-06  1.4763  1.5149
  100  6.6366e-13  1.3219e-12  1.9919  2.0799
  150  3.3791e-19  9.0817e-19  2.6876  2.8555
  200  1.7205e-25  6.2391e-25  3.6263  3.9204
main length: 100 angstrom = 10 nm
ratio growth per 50 angstrom = 1.3493
T_lat/T at 100 angstrom, a = 2.5 angstrom: 1.1975
remainder ratio, a = 2 to a = 1 angstrom: 15.85
spacing limit for 10% error at 100 angstrom: 1.804 angstrom
  check: 56 sites give T_lat/T = 1.0971
E = 0.4 eV: sign-change length L* = 124.2 angstrom
  a = 2.5 angstrom, L = 60 angstrom: T_lat/T = 0.9867
  a = 2.5 angstrom, L = 200 angstrom: T_lat/T = 1.0144
one surplus site, E = 0.1 eV, a = 5 angstrom:
  L = 100 angstrom: T_lat/T = 0.4819
  L = 200 angstrom: T_lat/T = 0.8773
  L = 250 angstrom: T_lat/T = 1.1838
  overestimate starts at L = 221.8 angstrom
thermal current, source Fermi level 0.1 eV, a = 5 angstrom:
L (angstrom), temperature (K), share below V, grid/continuum:
  50  300  0.9876  1.3767
  100  300  0.0167  0.9225
  100  77  1.0000  2.0705
other shapes, L = 100 angstrom, tilt drop = 0.3 eV:
shape, T at a = 0.25 angstrom, T(a=5)/T(a=0.25), mesh shift 0.5 to 0.25:
  parabolic  3.130e-09  1.3395  2.3e-03
  tilted  4.348e-10  1.3614  2.5e-03
two-band gap 1.1 eV: T factor at 100 angstrom = 351
mass 0.9 electron masses: T factor = 7.70e-15
all good
```
